# Logarithmic correction to the conductivity of a thin diffuse wire

A long straight wire has a circular cross-section of diameter \(d\) and carries a current along its axis \(z\). Its electrons have a spherical Fermi surface, with density \(n\), mass \(m\), charge \(-e\) and Fermi speed \(v_F\). Bulk collisions are isotropic, with relaxation time \(\tau\) and mean free path \(\lambda=v_F\tau\). The wall scatters diffusely: an electron leaving it has lost all memory of its earlier direction. The field \(E\) is weak and uniform, and the motion between collisions is classical. We write

\[
k=\frac d\lambda,\qquad S=\frac{\sigma}{\sigma_0},\qquad
\sigma_0=\frac{ne^2\lambda}{mv_F},
\]

where \(\sigma\) is the conductivity averaged over the cross-section and \(\sigma_0\) is the bulk value. The angle between velocity and axis is \(\theta\). The symbol \(k\) is a size ratio; the Fermi wave number is written \(k_F\).

## (a) From the kinetic equation to an integral

**Find the electron distribution in the wire and express \(S\) as an average over directions and positions.**

**Solution.** Let \(f=f_0(\varepsilon)+\delta f\), where \(f_0\) is the equilibrium distribution. The force along \(z\) is \(-eE\), and \(\partial f_0/\partial v_z=mv_zf_0'(\varepsilon)\). The steady linear Boltzmann equation is therefore

\[
\mathbf v\cdot\nabla\delta f-eEv_zf_0'=-\frac{\delta f}{\tau}.
\]

Set \(\delta f=eE\lambda f_0'\,g\). At the Fermi surface \(v_z=v_F\cos\theta\). Nothing varies along \(z\), so the gradient acts through the transverse speed \(v_F\sin\theta\). If \(s\) is the distance in the cross-section from the last wall hit, division by \(eE\lambda f_0'v_F\) gives

\[
\sin\theta\,\frac{\partial g}{\partial s}+\frac g\lambda=\frac{\cos\theta}{\lambda}.
\]

The wall supplies the boundary value. The source is odd in \(\cos\theta\), so we seek an odd \(g\). Such a \(g\) carries no net particle flux to the wall: directions \(\theta\) and \(\pi-\theta\) cancel. Diffuse re-emission is independent of direction and must return this zero flux, hence \(g=0\) at \(s=0\). Isotropic bulk scattering likewise returns nothing, because the angular average of \(g\) vanishes. The solution,

\[
g=\cos\theta\left[1-e^{-s/(\lambda\sin\theta)}\right],
\]

is odd, as assumed. The exponent contains the true path length \(s/\sin\theta\), which is long for a nearly axial electron.

The current is proportional to the average of \(\cos\theta\,g\). In the bulk \(g=\cos\theta\), and the average of \(\cos^2\theta\) over a sphere is \(1/3\). The two hemispheres contribute equally, so with \(u=s/d\)

\[
S=3\int_0^{\pi/2}\sin\theta\cos^2\theta
\left\langle1-e^{-ku/\sin\theta}\right\rangle d\theta. \tag{1}
\]

The brackets denote the average over positions in the disc.

## (b) The thin-wire limit

**Find the distribution of \(u\), and the leading behaviour of \(S\) as \(k\to0\).**

**Solution.** By symmetry one transverse direction is enough. Lines in this direction cut the disc, of radius \(a=d/2\), in chords. A chord at distance \(b\) from the centre has length \(2\sqrt{a^2-b^2}\). Points at a distance \(s\) from the start of their chord exist where this length exceeds \(s\), that is, for \(|b|<\sqrt{a^2-s^2/4}\). The fraction of the area between \(s\) and \(s+ds\) is thus

\[
\frac{2\sqrt{a^2-s^2/4}}{\pi a^2}\,ds
=\frac4\pi\sqrt{1-u^2}\,du,\qquad 0<u<1,
\]

since \(s=2au\). With \(u=\sin\varphi\), the first three moments are

\[
\langle u\rangle=\frac4\pi\int_0^{\pi/2}\sin\varphi\cos^2\varphi\,d\varphi=\frac4{3\pi},
\]
\[
\langle u^2\rangle=\frac4\pi\cdot\frac\pi{16}=\frac14,\qquad
\langle u^3\rangle=\frac4\pi\left(\frac13-\frac15\right)=\frac8{15\pi}.
\]

To first order the bracket in (1) is \(k\langle u\rangle/\sin\theta\). The factor \(\sin\theta\) cancels, and

\[
S\simeq3k\,\frac4{3\pi}\int_0^{\pi/2}\cos^2\theta\,d\theta
=3k\,\frac4{3\pi}\,\frac\pi4=k.
\]

Hence \(\sigma\to ne^2d/(mv_F)\): the wall alone limits the drift, and \(\lambda\) drops out.

Equation (1) can be tested away from this limit. At \(k=0.5\) it gives \(S=0.3209\). A random walk of 60,000 electrons lasting 60 mean free times, with isotropic bulk collisions and cosine-law emission from the wall, gives 0.318 for the ratio of axial to bulk diffusion. By the Einstein relation this is the conductivity ratio. The difference is 0.9%, against a sampling error of about 0.6% and a finite-time bias of similar size.

## (c) The origin of the first correction

**Find the leading correction to \(S=k\), and identify the angles that produce it.**

**Solution.** Subtract (1) from its linear term, which equals \(k\). With \(y=ku/\sin\theta\),

\[
k-S=3\int_0^{\pi/2}\sin\theta\cos^2\theta\,
\langle h(y)\rangle\,d\theta,\qquad h(y)=e^{-y}-1+y. \tag{2}
\]

This identity holds for every \(k\). Taylor's theorem gives \(0\le y^2/2-h(y)\le y^3/6\). We now divide the angles into three ranges, with a small fixed angle \(\theta_c\) as the upper division.

For \(\theta<k\), put \(\theta=kt\) and \(\sin\theta\simeq\theta\). The contribution becomes

\[
3k^2\int_0^1t\left\langle h(u/t)\right\rangle dt .
\]

The integral converges, because \(h(u/t)\) grows only as \(u/t\) when \(t\to0\). It is a pure number, so this cone gives a term in \(k^2\) without a logarithm. Its numerical coefficient is 0.590.

For \(k<\theta<\theta_c\), replace \(h\) by \(y^2/2\). The integrand of (2) becomes

\[
3\sin\theta\cos^2\theta\,\frac{k^2\langle u^2\rangle}{2\sin^2\theta}
=\frac38k^2\,\frac{\cos^2\theta}{\sin\theta}
\simeq\frac38\,\frac{k^2}{\theta}.
\]

Its integral is \((3/8)k^2\ln(\theta_c/k)\), up to terms of order \(k^2\). The neglected cubic part of \(h\) is no larger than a constant times \(k^3\int_k^{\theta_c}d\theta/\theta^2\), which is also of order \(k^2\).

For \(\theta>\theta_c\), \(\sin\theta\) is bounded below, and the contribution is a fixed coefficient times \(k^2\) at leading order. Adding the ranges,

\[
S=k-\frac38k^2\ln\frac1k+O(k^2). \tag{3}
\]

The logarithm comes from nearly axial electrons with \(k\ll\theta\ll1\). Equal ratios of angle contribute equally. At \(k=10^{-5}\), the window from 0.001 to 0.01 rad contributes \(0.8627k^2\), and that from 0.01 to 0.1 rad contributes \(0.8618k^2\); the estimate is \((3/8)\ln10=0.8635\).

A second test follows how \((k-S)/k^2\) changes with \(\ln(1/k)\) between \(k=10^{-3}\) and \(10^{-4}\). The slope is 0.3748 for angles below 0.2 rad and 0.0001 for angles above it.

Physically, (2) measures drift lost through bulk collisions. Without such collisions an electron would have drifted for its whole path from the wall, which is \(y\) mean free paths; with them the effective length is \(1-e^{-y}\) mean free paths. For small \(y\) the loss is \(y^2/2\), proportional to \(1/\theta^2\). The solid angle supplies a factor \(\theta\,d\theta\), and the product is \(d\theta/\theta\). The growth stops near \(\theta\sim k\), where the path across the wire is comparable with \(\lambda\).

## (d) The constant inside the logarithm

**Equation (3) leaves a term of order \(k^2\) undetermined. Find it, and the cubic term as well.**

**Solution.** Fix \(u\), put \(x=ku\), and use \(w=\sin\theta\). Since \(\cos^2\theta\,d\theta=\sqrt{1-w^2}\,dw\), the integral in (2) for this \(u\) is

\[
D(x)=\int_0^1w\sqrt{1-w^2}\,h(x/w)\,dw=D_1-D_2,
\]

where

\[
D_1=\int_0^1w\,h(x/w)\,dw,\qquad
D_2=\int_0^1w\left(1-\sqrt{1-w^2}\right)h(x/w)\,dw .
\]

The substitution \(t=x/w\) turns the first into \(D_1=x^2\int_x^\infty t^{-3}h(t)\,dt\). Integrate by parts twice, using \(h'=1-e^{-t}\) and \(h''=e^{-t}\):

\[
\frac{D_1}{x^2}=\frac{h(x)}{2x^2}+\frac{h'(x)}{2x}
+\frac12\int_x^\infty\frac{e^{-t}}t\,dt .
\]

For the last integral, use the representation of Euler's constant
\(\gamma=\int_0^1(1-e^{-t})\,dt/t-\int_1^\infty e^{-t}\,dt/t\). Splitting the range at \(t=1\) gives

\[
\int_x^\infty\frac{e^{-t}}t\,dt
=\ln\frac1x-\gamma+\int_0^x\frac{1-e^{-t}}t\,dt
=\ln\frac1x-\gamma+x+O(x^2).
\]

The other two terms are \(1/4-x/12\) and \(1/2-x/4\), up to \(O(x^2)\). The coefficients of \(x\) add to \(-1/12-1/4+1/2=1/6\), so

\[
D_1=\frac{x^2}2\left(\ln\frac1x+\frac32-\gamma\right)+\frac{x^3}6+O(x^4).
\]

In \(D_2\) the factor \(1-\sqrt{1-w^2}\) is at most \(w^2\), which permits the expansion \(h(y)=y^2/2-y^3/6+r(y)\). Here \(0\le r\le y^3/6\) and \(r\le y^4/24\). The first bound for \(w<x\) and the second for \(w>x\) make the remainder \(O(x^4\ln(1/x))\). Two integrals are needed. With \(q=\sqrt{1-w^2}\), so that \(dw/w=-q\,dq/(1-q^2)\),

\[
\int_0^1\frac{1-\sqrt{1-w^2}}w\,dw=\int_0^1\frac q{1+q}\,dq=1-\ln2 .
\]

Integration by parts gives

\[
\int_0^1\frac{1-\sqrt{1-w^2}}{w^2}\,dw
=-1+\int_0^1\frac{dw}{\sqrt{1-w^2}}=\frac\pi2-1 .
\]

Thus \(D_2=(x^2/2)(1-\ln2)-(x^3/6)(\pi/2-1)\) to this order, and subtraction yields

\[
D(x)=\frac{x^2}2\left(\ln\frac2x+\frac12-\gamma\right)
+\frac{\pi x^3}{12}+O\!\left(x^4\ln\frac1x\right).
\]

The average over \(u\) needs one more moment. From the real part of \(\ln(1-e^{2i\varphi})\),

\[
\ln\sin\varphi=-\ln2-\sum_{j\ge1}\frac{\cos2j\varphi}j .
\]

Also \(\sin^2\varphi\cos^2\varphi=(1-\cos4\varphi)/8\). Orthogonality on \(0<\varphi<\pi/2\) leaves the constant and the \(j=2\) term:

\[
\left\langle u^2\ln\frac1u\right\rangle
=-\frac4\pi\cdot\frac18\left(-\frac\pi2\ln2+\frac\pi8\right)
=\frac14\left(\ln2-\frac14\right).
\]

Now \(k-S=3\langle D(ku)\rangle\). The quadratic part is

\[
\frac32k^2\cdot\frac14\left[\ln\frac1k+\ln2+\frac12-\gamma+\ln2-\frac14\right],
\]

and the cubic part is \((\pi/4)k^3\cdot8/(15\pi)=(2/15)k^3\). Therefore

\[
S=k-\frac38k^2\left[\ln\frac1k+C\right]-\frac2{15}k^3
+O\!\left(k^4\ln\frac1k\right), \tag{4}
\]
\[
C=2\ln2+\frac14-\gamma=1.059 .
\]

The logarithm exceeds \(C\) only for \(k<e^{-C}=0.35\). It leads asymptotically, but at practical sizes the constant must be kept. At \(k=0.1\), (4) gives 0.08726 and the integral 0.08726; at \(k=0.3\) they give 0.2200 and 0.2203.

## (e) Wall and bulk resistivities do not add

**Convert (4) to a resistivity and compare it with the sum of the thin-wire and bulk resistivities.**

**Solution.** Let \(\rho_0=1/\sigma_0\), and let \(\rho_w=mv_F/(ne^2d)\) be the thin-wire limit. Then \(\rho_0=k\rho_w\). Inverting (4) to first order beyond the leading term,

\[
\rho=\frac{\rho_0}S\simeq\rho_w\left[1+\frac38k\left(\ln\frac1k+C\right)\right]
=\rho_w+\frac38\rho_0\left(\ln\frac\lambda d+C\right).
\]

Simple addition would give \(\rho_w+\rho_0\). The factor multiplying \(\rho_0\) instead grows without limit as \(\lambda/d\) increases, within the classical model. This first-order formula needs small \(k\): its factor exceeds 1 only for \(\lambda/d\) above about 5. At \(k=0.26\) it gives 0.90, whereas the full integral (1) gives 1.24, so (1) should be used for such wires. Bulk collisions act most strongly on the long, nearly axial paths, along which each electron would otherwise drift much farther than average. The total correction still vanishes as \(k\to0\) at fixed \(d\), because \(k\ln(1/k)\to0\).

## (f) Two copper wires

**Take one free electron per copper atom, \(n=8.5\times10^{28}\ \mathrm{m^{-3}}\), and bulk resistivities of 1.7 μΩ cm at 293 K and 0.2 μΩ cm at 77 K, all rough values. Find the resistivity of a 10 nm wire at 293 K and of a 30 nm wire at 77 K.**

**Solution.** The free-electron relations \(k_F=(3\pi^2n)^{1/3}\) and \(v_F=\hbar k_F/m\) give \(k_F=13.60\ \mathrm{nm^{-1}}\) and \(v_F=1.575\times10^6\ \mathrm{m/s}\). From \(\lambda=mv_F/(ne^2\rho_0)\), the mean free path is 38.67 nm at 293 K and 328.7 nm at 77 K. The rough inputs justify only one or two figures; further digits are kept here and in (g) so that the approximations can be compared.

For the first wire \(k=10/38.67=0.2586\). The logarithmic term is 0.0339, the \(C\) term 0.0266 and the cubic term \((2/15)k^3=0.0023\), so

\[
S\simeq0.2586-0.0339-0.0266-0.0023=0.1958 .
\]

The full integral gives 0.19596, and \(\rho=1.70/0.19596=8.68\) μΩ cm. For the second wire \(k=30/328.7=0.0913\), \(S=0.0804\) and \(\rho=2.49\) μΩ cm. Successive approximations to \(S\) give these resistivities in μΩ cm:

| Terms kept in \(S\) | 10 nm, 293 K | 30 nm, 77 K |
|---|---:|---:|
| \(k\) | 6.57 | 2.19 |
| \(k\) and logarithm | 7.57 | 2.39 |
| also \(C\) | 8.58 | 2.49 |
| full integral | 8.68 | 2.49 |

Relative to the full integral, stopping at the logarithm gives a resistivity 13% too low in the first wire and 4% too low in the second. The failure of additivity is visible too. Bulk collisions raise the second wire from 2.19 to 2.49 μΩ cm, an increase of 0.30, although the bulk resistivity is 0.20.

These values assume isotropic bulk collisions. At 77 K phonons scatter electrons preferentially through smaller angles, and several weak deflections can send a nearly axial electron to the wall. For the same bulk resistivity, a Debye phonon estimate with a Debye temperature of 343 K and without umklapp processes raises the resistivity of the second wire by about 2%, so its third figure should not be taken as a prediction for copper.

## (g) Limits of the result

**Which omitted effects could change the 10 nm result, and when does the logarithm itself lose its basis?**

**Solution.** Grain boundaries can add substantially to the resistivity. In the Mayadas–Shatzkes model, boundaries across the wire multiply the bulk scattering rate by \(1+\alpha/|\cos\theta|\), where \(\alpha=(\lambda/D)R/(1-R)\), \(D\) is the grain size and \(R\) the reflection coefficient. With \(D=d\) and an assumed \(R=0.3\), \(\alpha=3.867\times0.3/0.7=1.66\). Inserting this rate in the kinetic equation raises the resistivity from 8.68 to 11.99 μΩ cm, or by 38%. The axial mean free path falls to \(38.67/2.66=14.5\) nm, so the range of angles available to the logarithm nearly closes.

A partly specular wall acts the other way. Specular reflection in a circle preserves both \(\theta\) and the chord length \(c\). If a fraction \(p\) is reflected in this way and the distribution is \(g=\cos\theta(1-Ae^{-s/\Lambda})\), with \(\Lambda=\lambda\sin\theta\), the wall requires \(1-A=p(1-Ae^{-c/\Lambda})\). Hence \(A=(1-p)/(1-pe^{-c/\Lambda})\). For \(p=0.2\) the resistivity is 6.63 μΩ cm, 24% below the diffuse value.

Copper's Fermi surface is not a sphere. If transverse speeds were 10% higher at fixed axial speed and relaxation time, \(k\) in (1) would become \(k/1.1\), and with the bulk resistivity held at 1.7 μΩ cm the resistivity would be 9.37 μΩ cm. The number depends on what else is held fixed: for an ellipsoidal surface that keeps \(n\) instead, the axial mass and the bulk resistivity rise by \(1.21^{1/3}=1.066\), and the result is 9.98 μΩ cm. Copper also has necks along the ⟨111⟩ directions, with an angular radius of roughly 0.2 rad. In the spherical model, electrons within 0.2 rad of the axis carry 15.8% of the current. This indicates how much could be at stake for a wire along such a direction; it does not predict the change.

Transverse quantization sets a smallest angle. For a hard wall the lowest mode has transverse wave number \(2.405/(d/2)\), so \(\theta_q\simeq4.81/(k_Fd)=0.035\) rad at 10 nm. The classical logarithm needs \(k\gg\theta_q\), or

\[
d^2\gg\frac{4.81\,\lambda}{k_F}.
\]

Here \(k/\theta_q\) is about 7. If the 10 nm wire were cooled to 77 K, \(k=10/328.7=0.030\) would fall below \(\theta_q\), and the classical calculation of the logarithm would no longer be justified. At fixed \(k_F\) the wire has 1125 transverse modes, against 1156 from its area alone. This difference of 3% compares mode counts; it is not the full quantum correction to the resistivity. The thermal energy is 0.4% of the Fermi energy. At 1 MA/cm² an electron gains \(3\times10^{-5}\) eV from the field over one bulk mean free path, far below the thermal energy of 0.025 eV.

The 10 nm diameter is in the range of narrow interconnects, but real copper lines are closer to rectangular, contain grain boundaries and have liners. Their resistivity at such widths is roughly 10 μΩ cm or more. The ideal wire gives 8.7 μΩ cm, and the assumed grains bring it to about 12. A poorly conducting liner 1 nm thick around the 10 nm core would raise the resistivity referred to the whole section by a further factor \((12/10)^2=1.44\). The calculation therefore isolates the wall contribution; it does not predict the resistance of a manufactured line. The numerical output below lists the main values used; the phonon estimate in (f) is separate.

## Table of computed values

```
constant C = 1.05908
log exceeds C below k = 0.347
mean u = 0.42441; mean u^2 = 0.25000
S at k=0.5: integral 0.32086, disc average 0.32086
S at k=0.5: random walk 0.3180
log slope, all angles = 0.37495
log slope, theta < 0.2 rad = 0.37483
log slope, theta > 0.2 rad = 0.000118
deficit/k^2 from theta < k = 0.5900
deficit/k^2, 0.001-0.01 rad, k=1e-5: 0.8627
deficit/k^2, 0.01-0.1 rad, k=1e-5: 0.8618
k=0.01: S integral 0.0097875, series 0.0097875
k=0.10: S integral 0.0872646, series 0.0872604
k=0.30: S integral 0.2202866, series 0.2200220
copper electron density (rough) = 8.50e+28 m^-3
Fermi wave number = 13.602 nm^-1
Fermi speed = 1.575e+06 m/s
A: T = 293 K, d = 10 nm
A: bulk resistivity (rough) = 1.70 uohm cm
A: path = 38.67 nm; k = 0.25858
A: S = 0.19596; series S = 0.19581
A: log term = 0.03391; C term = 0.02656
A: resistivity, k only = 6.574 uohm cm
A: resistivity, k+log = 7.567 uohm cm
A: resistivity, k+log+C = 8.581 uohm cm
A: resistivity, integral = 8.675 uohm cm
A: smallest mode angle = 0.0354 rad
B: T = 77 K, d = 30 nm
B: bulk resistivity (rough) = 0.20 uohm cm
B: path = 328.72 nm; k = 0.09126
B: S = 0.08038; series S = 0.08038
B: log term = 0.00748; C term = 0.00331
B: resistivity, k only = 2.191 uohm cm
B: resistivity, k+log = 2.387 uohm cm
B: resistivity, k+log+C = 2.485 uohm cm
B: resistivity, integral = 2.488 uohm cm
B: smallest mode angle = 0.0118 rad
A: grains of size d, reflection 0.3: 11.99 uohm cm
A: specular share 0.2: 6.63 uohm cm
A: transverse speed +10%: 9.37 uohm cm
A: current share, theta < 0.2 rad = 15.8 %
A: transverse modes = 1125; area estimate = 1156
A: thermal energy / Fermi energy = 0.00358
A: field energy per path at 1 MA/cm2 = 3.35e-05 eV
A: thermal energy = 0.0252 eV
```
